# Vanishing optical splitting and linear longitudinal dispersion in a polar monolayer

Suppose that the rule for a bulk polar crystal is applied to a single layer. In the bulk, a longitudinal optical vibration meets a depolarizing field $-4\pi P$ however long its wavelength, so it lies above the transverse one even in the limit of zero wavevector. For a stack of layers with the rough parameters of hexagonal boron nitride used below, the splitting is 26 meV. Carried over to an isolated monolayer, this number is wrong at the zone centre, where the true splitting is zero. It also hides the fact that the longitudinal frequency depends strongly on wavevector. A calculation that repeats the monolayer periodically along its normal makes a related error: with a period of 2 nm, the model below gives a false splitting of 13.9 meV as the in-plane wavevector tends to zero.

The cause is electrostatic. A long polarization wave in a sheet produces a field that weakens in proportion to its wavevector. A model with one vibration and one electronic polarizability shows this and gives the slope of the longitudinal branch.

## The model

Hartree atomic units are used, with electrostatics in the form $\nabla^2\phi=-4\pi\rho$. The layer lies in the plane $z=0$ in vacuum. It is an insulator with two atoms per cell, cell area $A$ and a threefold axis along $z$. Let $\mathbf w$ be the in-plane displacement of one sublattice relative to the other and $\mu$ the reduced mass. The polarization $\mathbf P$ is a dipole moment per area, and $\mathbf E$ is the macroscopic in-plane field at the layer. To linear order,

$$\mu\ddot{\mathbf w}=-\mu\omega_T^2\mathbf w+Z\mathbf E,\qquad \mathbf P=\frac{Z}{A}\mathbf w+\alpha\mathbf E .$$

The Born charge $Z$ is the force on the vibration per unit macroscopic field. The same $Z$ gives the polarization per displacement, because both are mixed derivatives of one energy function. The length $\alpha$ is the electronic polarizability per area with the nuclei held fixed. The frequency $\omega_T$ belongs to $\mathbf E=0$. Atomic-scale local fields are already contained in these three constants.

The threefold axis matters. A symmetric $2\times2$ matrix that is unchanged by a 120° rotation is a multiple of the unit matrix. This covers the in-plane restoring force and the polarizability. The matrix of Born charges need not be symmetric in general, and the rotation alone would allow it an antisymmetric part. With two atoms per cell, however, both atoms lie on threefold axes, and the layer then also has vertical mirror planes, which forbid that part. All three quantities are therefore scalars, and without a macroscopic field the two in-plane vibrations have one common frequency. In a layer of lower symmetry, short-range forces may separate them at the zone centre. What then survives is a weaker statement: the macroscopic field vanishes there, so the frequencies do not depend on the direction from which $\mathbf q=0$ is approached.

## The field of a polarization wave

Let every quantity vary as $e^{i(qx-\omega t)}$ with $q>0$. If $\mathbf P$ points along $y$, the wave is transverse. Then $\nabla\cdot\mathbf P=0$, no charge appears, and electrostatics gives no macroscopic field. The transverse frequency is $\omega_T$, apart from short-range dispersion of order $q^2$.

If $\mathbf P$ points along $x$, the wave is longitudinal and carries the surface charge

$$\sigma=-\partial_xP=-iqP .$$

Outside the sheet the potential obeys $\phi''-q^2\phi=0$, where primes denote derivatives with respect to $z$. The solution that decays on both sides is $\phi=\phi_0e^{-q|z|}$. Its slope jumps by $-2q\phi_0$ at the sheet, and Poisson's equation requires this jump to be $-4\pi\sigma$. Hence

$$\phi_0=\frac{2\pi\sigma}{q}=-2\pi iP .$$

The charge is proportional to $q$, while the potential per charge is proportional to $1/q$. The potential amplitude is therefore $2\pi P$ at every wavelength. The field is its gradient and carries one more factor of $q$:

$$E=-iq\phi_0=-2\pi qP .$$

The minus sign means that the field opposes the polarization and stiffens the vibration. In the bulk, the potential per charge is $4\pi/q^2$. The same chain of factors, $(-iq)(4\pi/q^2)(-iq)$, equals $-4\pi$, and $q$ cancels. The sheet loses one inverse power of $q$ because its field lines spread into the empty space above and below.

The energy tells the same story. For a real wave of amplitude $P$, the in-plane and vertical fields both have amplitude $2\pi qPe^{-q|z|}$. Each has a mean square of half its squared amplitude, so the mean energy per area is

$$\frac{1}{8\pi}\int_{-\infty}^{\infty}(2\pi qP)^2e^{-2q|z|}\,dz
=\frac{4\pi^2q^2P^2}{8\pi}\,\frac1q=\frac{\pi qP^2}{2}.$$

The energy density falls as $q^2$, while the height filled by the field grows as $1/q$. Their product falls as $q$, so a very long longitudinal wave costs no more energy than a transverse one.

## The longitudinal frequency

Other geometries will be needed later, so write the depolarizing field as $E=-KP$, with $K=2\pi q$ for the isolated sheet. Inserting this in the equation for the polarization gives

$$P=\frac ZAw-\alpha KP\quad\Longrightarrow\quad P=\frac{Zw}{A(1+\alpha K)} .$$

The force on the vibration is then

$$ZE=-ZKP=-\frac{Z^2}{A}\frac{K}{1+\alpha K}\,w .$$

With $\ddot w=-\omega_L^2w$, division by $-\mu w$ yields

$$\omega_L^2=\omega_T^2+\frac{SK}{1+\alpha K},\qquad S=\frac{Z^2}{\mu A}.$$

For the isolated monolayer this is

$$\boxed{\;\omega_L^2=\omega_T^2+\frac{2\pi Sq}{1+2\pi\alpha q}\;}$$

At $q=0$ the added term vanishes and $\omega_L=\omega_T$. For small $q$, the square root is expanded as $\sqrt{\omega_T^2+x}=\omega_T+x/(2\omega_T)-x^2/(8\omega_T^3)+\dots$, with $x=2\pi Sq(1-2\pi\alpha q+\dots)$. Collecting powers of $q$ gives

$$\omega_L=\omega_T+vq-\left(2\pi\alpha v+\frac{v^2}{2\omega_T}\right)q^2+\dots,\qquad v=\frac{\pi S}{\omega_T}=\frac{\pi Z^2}{\mu A\omega_T}.$$

The slope $v$ does not contain $\alpha$. Electrons screen the field in the layer only through the factor $1+2\pi\alpha q$, which tends to one for long waves because most of the field lies outside the layer. Electronic screening first enters in the curvature. The curvature also receives short-range contributions of order $q^2$ that this model omits, so the linear coefficient is the part fixed by $Z$, $\mu$, $A$ and $\omega_T$ alone.

For a general direction, $q$ means $|\mathbf q|$. The branch therefore forms a cone with its tip at the zone centre. Forces of finite range cannot produce such a tip. They give a force matrix that is smooth in $\mathbf q$ and Hermitian, and its value at $-\mathbf q$ is the complex conjugate of that at $\mathbf q$. Between the two degenerate vibrations, a term linear in $\mathbf q$ must therefore be imaginary and antisymmetric. An antisymmetric $2\times2$ matrix is unchanged by rotation, so its coefficient $\mathbf a\cdot\mathbf q$ would have to stay the same when $\mathbf q$ turns by 120°, which requires $\mathbf a=0$. The frequencies then change only in order $q^2$.

## Static and electronic response

The result can also be written in terms of permittivities. In a static field the displacement is $w=ZE/(\mu\omega_T^2)$, and the total polarizability per area becomes

$$\alpha_0=\alpha+\frac{Z^2}{A\mu\omega_T^2}=\alpha+\frac{S}{\omega_T^2}.$$

Replacing $S$ by $\omega_T^2(\alpha_0-\alpha)$ in the boxed formula and using a common denominator gives

$$\frac{\omega_L^2}{\omega_T^2}=\frac{1+2\pi\alpha_0q}{1+2\pi\alpha q}.$$

This is the sheet's counterpart of the Lyddane–Sachs–Teller relation, in which the same ratio equals $\epsilon_0/\epsilon_\infty$. Here both the static function in the numerator and the electronic one in the denominator tend to one as $q\to0$. The in-plane response of a monolayer is thus described by two lengths, $2\pi\alpha_0$ and $2\pi\alpha$, and not by two fixed permittivities. These lengths concern fields along the layer. The capacitance of a gate insulator involves the field across it, which is a different response.

## The view from the atoms

The macroscopic argument replaces atoms by a continuous sheet. A lattice sum shows why this is enough. The field of a dipole falls as $1/R^3$, and the number of cells in a ring of width $dR$ grows as $R\,dR$. The sum over a plane therefore behaves at large distance as $\int dR/R^2$, which converges absolutely. Its limit as $q\to0$ is the sum at $q=0$, whatever the direction of $\mathbf q$. In three dimensions the number of cells grows as $R^2dR$, and the integral of the magnitudes, $\int dR/R$, diverges. The result then rests on cancellation between directions, and a long wave can change it by a finite amount.

The distant part of the planar sum sees only the mean dipole density. One dipole $p$ per cell has $P=p/A$, so the continuum result predicts a longitudinal field lower than the transverse one by $2\pi qp/A$ to first order. Direct summation over a triangular lattice, extrapolated to $q=0$, gives the coefficient 6.2834, against $2\pi=6.2832$.

A fuller test uses a honeycomb lattice of ions with charges $\pm1\,e$ and polarizabilities 2.0 and 3.0 bohr³. Nearest neighbours are joined by springs of 0.40 hartree/bohr² along the bond and 0.15 across it. The lattice constant and masses are those of the example below. All ions and induced dipoles interact through explicit lattice sums. At the zone centre this lattice has a Born charge of 1.915 $e$, the excess over the bare charge coming from induced dipoles. It also has $\hbar\omega_T=202.3$ meV, and its longitudinal and transverse frequencies agree to rounding error.

With these zone-centre constants, the formula predicts a slope of 10.381 meV nm. The slope extrapolated from the lattice vibrations at finite $q$ is 10.378 meV nm, lower by 0.03 % of the prediction. When the term $-2\pi qP$ alone is removed from the lattice forces, the longitudinal slope drops to the level of numerical error. The macroscopic field is thus the cause of the linear rise in this lattice. The difference between the squared frequencies with and without that field also gives a screening length of 2.710 bohr, in agreement with the value of $2\pi\alpha$ calculated at the zone centre.

## Numbers for a boron nitride monolayer

Take rough typical values in the regime of monolayer hexagonal boron nitride: lattice constant 0.25 nm, $Z=2.7$, $\hbar\omega_T=170$ meV and $2\pi\alpha=0.70$ nm. The cell area is 19.329 bohr². The atomic masses 10.810 and 14.007 u give a reduced mass of 6.101 u, or 11122 electron masses. Then

$$S=\frac{2.7^2}{11122\times19.329}=3.391\times10^{-5}$$

in atomic units. With $\omega_T=0.006247$ hartree, the slope is

$$v=\frac{\pi\times3.391\times10^{-5}}{0.006247}=0.01705\ \text{hartree bohr}=24.6\ \text{meV nm}.$$

As a group velocity this is 37 km/s. The splitting compares with the linear law as follows.

| $q$ (nm⁻¹) | $\hbar(\omega_L-\omega_T)$ (meV) | linear law (meV) |
|---|---|---|
| 0.01 | 0.244 | 0.246 |
| 0.10 | 2.28 | 2.46 |
| 0.30 | 5.98 | 7.37 |
| 1.00 | 13.9 | 24.6 |

The expansion explains the early departure. Relative to the linear term, the correction is $-(2\pi\alpha+v/2\omega_T)q$. The bracket is $0.70+24.6/340=0.77$ nm, so electronic screening supplies most of it and the curvature of the square root the rest. In the full formula, the splitting is 10 % below the linear law at $q=0.144$ nm⁻¹.

The ionic contribution to the static screening length is $2\pi S/\omega_T^2=2v/\omega_T=2\times24.6/170=0.29$ nm. The static length is therefore 0.99 nm, against 0.70 nm for the electrons alone. At $q=1$ nm⁻¹ the permittivity relation gives $\omega_L/\omega_T=\sqrt{1.99/1.70}=1.08$, consistent with the table. That last row is only indicative, because thickness and short-range forces matter more at such a wavevector.

## From one layer to the bulk

The bulk splitting must return when enough layers are stacked. Let identical layers have spacing $d$ and respond only in their planes. A wave in one layer produces at a distance $|n|d$ the field $-2\pi qe^{-q|n|d}P$. If $N$ layers vibrate in phase and $qNd\ll1$, all the exponentials are close to one and $K=2\pi Nq$. The initial slope is then $N$ times that of a monolayer, but the splitting at $q=0$ is still zero. For ten layers, diagonalizing the matrix of interlayer fields at very small $q$ gives a ratio of 9.9997.

For an infinite stack vibrating in phase, the geometric series gives

$$K=2\pi q\left(1+2\sum_{n=1}^{\infty}e^{-nqd}\right)=2\pi q\coth\frac{qd}{2}\;\longrightarrow\;\frac{4\pi}{d}\quad(q\to0).$$

The field of each layer weakens as $q$, but the number of layers within its reach grows as $1/q$. Their product stays finite, and the squared frequencies differ by

$$\omega_L^2-\omega_T^2=\frac{4\pi S/d}{1+4\pi\alpha/d}.$$

This is the bulk law, with $\epsilon_\infty=1+4\pi\alpha/d$. For $d=0.33$ nm, $\epsilon_\infty=1+2\times0.70/0.33=5.24$ and $\hbar\omega_L=196$ meV, which is the splitting of 26 meV quoted at the start. The order of limits decides the answer: a finite stack has zero splitting when $q\to0$, and an infinite one does not.

Periodic repetition in a calculation is such an infinite stack, with $d$ replaced by the repeat distance $L$. As $q\to0$ it has $K=4\pi/L$, the value that an isolated sheet has at $q=2/L$. For $L=2$ nm this is $q=1$ nm⁻¹, which is why the false splitting equals the last entry of the table. A larger $L$ reduces the error, but the isolated result is approached only at wavevectors with $qL\gg1$, unless the interaction between the images is removed.

## Surroundings, thickness and retardation

A layer in a gate stack is not isolated. Let the half-spaces on its two sides have permittivities $\epsilon_1$ and $\epsilon_2$. The jump condition becomes $(\epsilon_1+\epsilon_2)q\phi_0=4\pi\sigma$, so $K=2\pi q/\epsilon_{\rm env}$ with $\epsilon_{\rm env}=(\epsilon_1+\epsilon_2)/2$. The splitting still vanishes at $q=0$, and the slope is divided by $\epsilon_{\rm env}$. With $\epsilon=4$ on both sides, roughly the electronic permittivity of a high-k oxide such as hafnia, the slope falls to 6.1 meV nm. The value that enters is the permittivity at the vibration frequency, and the strong polar vibrations of a high-k oxide lower it below the electronic value even when they lie well below 170 meV. A single oscillator with $\epsilon_\infty=4$, static permittivity 25 and longitudinal frequency 90 meV gives $\epsilon=3.0$ at 170 meV and a slope of 8.1 meV nm. If they lie close to $\omega_T$, the vibrations couple and the frequency dependence of $\epsilon$ must be kept.

A metal gate changes the power of $q$. In vacuum, a perfect conductor at distance $h$ adds an image charge $-\sigma$ at distance $2h$ from the layer, so that

$$K=2\pi q\left(1-e^{-2qh}\right)\simeq4\pi hq^2\qquad(qh\ll1).$$

For $qh\ll1$ nearly all the field energy lies in the gap between layer and gate, whose height $h$ takes the place of $1/q$. The longitudinal branch then starts quadratically, and the linear law needs $2qh\gg1$. For $h=2$ nm and $q=0.1$ nm⁻¹, the splitting is 0.79 meV instead of 2.28 meV.

Among the assumptions examined here, isolation is thus the one that matters most at wavevectors near 0.1 nm⁻¹. The slope of 24.6 meV nm describes the model of a free-standing layer. With the other parameters held fixed, surroundings with a constant $\epsilon=4$ divide it by four, and the nearby gate removes about two thirds of the splitting at 0.1 nm⁻¹. These changes are much larger than the remaining corrections at that wavevector.

The first of these is thickness. If the polarization is spread uniformly over a thickness $t$, the potential must be averaged over source and observation heights:

$$K=\frac{2\pi q}{t^2}\int_0^t\!\!\int_0^t e^{-q|z-z'|}dz\,dz'
=\frac{4\pi}{t}\left[1-\frac{1-e^{-qt}}{qt}\right]\simeq2\pi q\left(1-\frac{qt}{3}\right).$$

The slope is unchanged. For $t=0.33$ nm and $q=0.1$ nm⁻¹, the splitting falls from 2.28 to 2.26 meV. This estimate leaves out the layer's response along its normal. In a uniform slab with a permittivity of 2 to 5 in that direction, the splitting would be 2.25 meV. Short-range dispersion, estimated from the honeycomb test lattice, shifts the longitudinal frequency there by about $-0.01$ meV. At 300 K the mean occupation of a 170 meV vibration is 0.0014, so it is nearly in its ground state. This does not measure the effect of softer vibrations on $\omega_T$, which the model takes as given.

At the smallest wavevectors, the finite speed of light $c$ matters. With $\kappa=\sqrt{q^2-\omega^2/c^2}$, the retarded potentials of the sheet are $\phi_0=2\pi\sigma/\kappa$ and $A_x=2\pi j/(c\kappa)$, where $j=-i\omega P$. The longitudinal field is

$$E=-iq\phi_0+\frac{i\omega}{c}A_x=-\frac{2\pi}{\kappa}\left(q^2-\frac{\omega^2}{c^2}\right)P=-2\pi\kappa P .$$

Thus $\kappa$ replaces $q$, and the longitudinal branch meets $\omega_T$ on the light line, at $q=\omega_T/c=8.6\times10^{-4}$ nm⁻¹. At $q=0.01$ nm⁻¹, retardation lowers its rise above $\omega_T$ by only 0.4 %. The transverse wave has no charge, but its current gives the field $(i\omega/c)A_y=2\pi(\omega/c)^2P/\kappa$, which lowers the transverse frequency there by about 0.002 meV, also less than 1 % of the splitting. The linear law therefore holds in the window $\omega_T/c\ll q\ll1/(2\pi\alpha)$.

At $q=0$ itself, outgoing waves require $\kappa=-i\omega/c$. The field is then $E=2\pi i(\omega/c)P$ for either in-plane direction. Neglecting the small electronic correction, $\omega^2=\omega_T^2-2\pi iS\omega/c$. Both vibrations acquire the same radiative width $2\pi S/c$, here 0.042 meV, and symmetry still leaves no splitting between them.

## Table of computed values

```
TEST LATTICE (round model parameters)
ion charge 1.0 e, polarizabilities 2.0, 3.0 bohr^3
springs 0.40, 0.15 hartree/bohr^2
Born charge 1.9151 e; 2 pi alpha 2.7098 bohr
w_T at Gamma 202.308 meV; L-T there -4.7e-14 meV
dipole-sum coefficient 6.28337; 2 pi = 6.28319
L slope from modes 10.3775 meV nm
L slope from formula 10.3811 meV nm
T slope -9.4e-05 meV nm
L slope, macroscopic field removed -3.0e-06 meV nm
screening length from modes 2.7100 bohr
ten-layer slope / monolayer slope 9.9997
EXAMPLE (rough values, regime of monolayer h-BN)
lattice constant 0.25 nm; cell area 0.05413 nm^2
masses 10.810, 14.007 u; reduced 6.1013 u = 11122.0 m_e
Born charge 2.7 e; w_T 170.0 meV = 0.006247 hartree
2 pi alpha 0.70 nm; layer spacing 0.33 nm
cell area 19.3290 bohr^2; S 3.3911e-05 atomic units
initial slope 24.555 meV nm = 37.31 km/s
q (1/nm), w_L (meV), splitting (meV), linear law (meV):
  0.00  170.000  0.000  0.000
  0.01  170.244  0.244  0.246
  0.05  171.182  1.182  1.228
  0.10  172.280  2.280  2.456
  0.30  175.983  5.983  7.367
  1.00  183.878  13.878  24.555
linear law 10 % too high at q = 0.1440 1/nm
light line w_T/c 8.615e-04 1/nm
bulk stack: eps_inf 5.242, w_L 196.35 meV, splitting 26.35 meV
NEGLECTED EFFECTS
0.33 nm thickness: splitting at 0.1 1/nm 2.256 meV
eps = 4 on both sides: slope 6.139 meV nm, splitting at 0.1 1/nm 0.602 meV
metal gate 2 nm away in vacuum: splitting at 0.1 1/nm 0.789 meV
retardation: splitting at 0.01 1/nm 0.2428 meV, unretarded 0.2437 meV
radiative width at q = 0: 0.0423 meV
short-range shift at 0.1 1/nm (test lattice) -0.0088 meV
supercell of height 2 nm: false splitting at q -> 0 13.88 meV
300 K: kT 25.85 meV, occupation of w_T 1.40e-03
```
